# Bending radius of a silicon wafer carrying a stressed thin film: test program

```python
"""
Result under test: a thin film with equibiaxial stress S on one face of a
wafer bends it to the radius R = M h^2 / (6 S t)   (Stoney).
M: biaxial modulus of the wafer, h: wafer thickness, t: film thickness.
z runs from the wafer mid-plane towards the film; tension is positive;
curvature k = 1/R is positive when the film side is concave.
In-plane strain: e(z) = e0 - k z.  SI units inside, other units in print.
Also tested: the biaxial modulus of a cubic (001) face, and the sizes of
film stiffness, large deflection, gravity and temperature effects.
"""
import numpy as np
import sympy as sp
from scipy.constants import g
from scipy.optimize import brentq

# Given data
M, h, t, S = 180e9, 500e-6, 100e-9, 1e9
# Rough or round values, used only to size the neglected effects
M_film, nu, rho, a = 350e9, 0.25, 2330.0, 50e-3
alpha_wafer, alpha_film, dT, dh = 3e-6, 2e-6, 10.0, 10e-6

# Stoney result and derived quantities
force = S * t
k = 6 * force / (M * h**2)
R = 1 / k
e_mid = -force / (M * h)
e_top = -4 * force / (M * h)
e_back = 2 * force / (M * h)
bow = a**2 / (2 * R)


def bilayer(film_free_strain, wafer_free_strain, nu_wafer, film_t=t):
    """Mid-plane strains (x, y) and curvatures (x, y) of a free bilayer.

    Minimises the elastic energy integrated through both layers.
    A free strain is the strain a layer would have if it were alone.
    Lengths are scaled by h inside to keep the matrix well conditioned.
    """
    nodes, weights = np.polynomial.legendre.leggauss(3)
    K, f = np.zeros((4, 4)), np.zeros(4)
    layers = [(-0.5, 0.5, M, nu_wafer, wafer_free_strain),
              (0.5, 0.5 + film_t / h, M_film, 0.25, film_free_strain)]
    for low, high, modulus, poisson, free in layers:
        Q = modulus / (1 + poisson) * np.array([[1, poisson], [poisson, 1]])
        for x, w in zip(nodes, weights):
            z = 0.5 * (low + high) + 0.5 * (high - low) * x
            B = np.hstack([np.eye(2), -z * np.eye(2)])
            dz = 0.5 * (high - low) * w
            K += dz * B.T @ Q @ B
            f += dz * B.T @ Q @ np.array([free, free])
    q = np.linalg.solve(K, f)
    return q[:2], q[2:] / h


# Test: curvature, surface strains and independence of Poisson's ratio
film_free = -S / M_film
for nu_trial in (0.0, 0.25, 0.4):
    e0, kk = bilayer(film_free, 0.0, nu_trial)
    assert abs(kk[0] / kk[1] - 1) < 1e-8
    # the remaining difference is the finite film thickness and stiffness
    assert abs(kk[0] / k - 1) < 3e-3
    assert abs(e0[0] / e_mid - 1) < 3e-3
    assert abs((e0[0] - kk[0] * h / 2) / e_top - 1) < 3e-3
    assert abs((e0[0] + kk[0] * h / 2) / e_back - 1) < 3e-3
    assert abs(e0[0] / kk[0] / (-h / 6) - 1) < 3e-3

# Test: leading correction for film thickness and stiffness
film_corr = (t / h) * (1 - 4 * M_film / M)
k_full = bilayer(film_free, 0.0, nu)[1][0]
assert abs((k_full / k - 1) / film_corr - 1) < 0.01

# Test: thermal change of curvature, with both layers expanding
dS = M_film * (alpha_wafer - alpha_film) * dT
k_heat = bilayer(alpha_film * dT, alpha_wafer * dT, nu)[1][0]
assert abs(k_heat / (6 * dS * t / (M * h**2)) - 1) < 3e-3

# Biaxial modulus from the full cubic stiffness tensor (rough Si constants)
C11, C12, C44 = 166e9, 64e9, 80e9
d = np.eye(3)
C = (C12 * np.einsum('ij,kl->ijkl', d, d)
     + C44 * (np.einsum('ik,jl->ijkl', d, d) + np.einsum('il,jk->ijkl', d, d))
     + (C11 - C12 - 2 * C44) * np.einsum('im,jm,km,lm->ijkl', d, d, d, d))


def face_stress(x, y, n):
    """In-plane stress per unit equibiaxial strain, face normal n unloaded."""
    def stress(e):
        return np.einsum('ijkl,kl->ij', C, e)
    start = np.outer(x, x) + np.outer(y, y)
    A = np.array([stress((np.outer(b, n) + np.outer(n, b)) / 2) @ n
                  for b in d]).T
    b = np.linalg.solve(A, -stress(start) @ n)
    s = stress(start + (np.outer(b, n) + np.outer(n, b)) / 2)
    P = np.array([x, y])
    return P @ s @ P.T


M_cubic = C11 + C12 - 2 * C12**2 / C11
c, s = np.cos(0.35), np.sin(0.35)
s001 = face_stress(np.array([c, s, 0]), np.array([-s, c, 0]), d[2])
assert np.allclose(s001, M_cubic * np.eye(2), rtol=1e-9, atol=1e-6 * M_cubic)
s110 = face_stress(d[2], np.array([1, -1, 0]) / np.sqrt(2),
                   np.array([1, 1, 0]) / np.sqrt(2))
assert abs(s110[0, 0] / s110[1, 1] - 1) > 0.05  # no single modulus here

# Symbolic plate energies for the stretching and gravity estimates
r, A_, k_, E_, h_, n_, q_, D_ = sp.symbols('r a k E h nu q D', positive=True)
c1, c2, c3 = sp.symbols('c1 c2 c3')


def minimise(density):
    U = sp.integrate(sp.expand(2 * sp.pi * r * density), (r, 0, A_))
    sol = sp.solve([sp.diff(U, v) for v in (c1, c2, c3)],
                   [c1, c2, c3], dict=True)[0]
    return U, sol


# Stretching energy of a disc forced into a spherical cap
u = c1 * r + c2 * r**3 + c3 * r**5
er, et = sp.diff(u, r) + (k_ * r)**2 / 2, sp.expand(u / r)
U, sol = minimise(er**2 + et**2 + 2 * n_ * er * et)
U_stretch = E_ * h_ / (2 * (1 - n_**2)) * U.subs(sol)
U_formula = sp.pi * E_ * h_ * k_**4 * A_**6 / 384
assert sp.simplify(U_stretch - U_formula) == 0

# Large deflection: minimise bending + stretching + film energy numerically
E = M * (1 - nu)
dU = sp.lambdify(k_, sp.diff(sp.simplify(U_stretch).subs(
    {E_: E, h_: h, n_: nu, A_: a}), k_))
k_large = brentq(lambda x: np.pi * a**2 * (M * h**3 * x / 6 - force * h)
                 + float(dU(x)), 0.5 * k, 1.5 * k, xtol=1e-15)
large_drop = (1 - nu) * (bow / (2 * h))**2
assert abs((1 - k_large / k) / large_drop - 1) < 0.01

# Gravity sag of a disc resting on its rim
w = c1 * (A_**2 - r**2) + c2 * (A_**4 - r**4) + c3 * (A_**6 - r**6)
kr, kt = sp.diff(w, r, 2), sp.expand(sp.diff(w, r) / r)
_, sol = minimise(D_ / 2 * (kr**2 + kt**2 + 2 * n_ * kr * kt) - q_ * w)
centre = w.subs(r, 0).subs(sol)
sag_energy = float(centre.subs({D_: M * h**3 / (12 * (1 + nu)),
                                q_: rho * g * h, n_: nu, A_: a}))
sag = 3 * (5 + nu) * rho * g * a**4 / (16 * M * h**2)
assert abs(sag_energy / sag - 1) < 1e-9

# Wafer thickness error
R_thin, R_thick = M * (h - dh)**2 / (6 * force), M * (h + dh)**2 / (6 * force)

print("GIVEN")
print(f"wafer biaxial modulus          {M/1e9:.0f} GPa")
print(f"wafer thickness                {h*1e6:.0f} um")
print(f"film thickness                 {t*1e9:.0f} nm")
print(f"film stress                    {S/1e9:.1f} GPa")
print("RESULT")
print(f"film force per width           {force:.1f} N/m")
print(f"modulus x thickness squared    {M*h**2:.0f} N")
print(f"curvature                      {k:.5f} 1/m")
print(f"bending radius (Stoney)        {R:.2f} m")
print(f"radius from bilayer solver     {1/k_full:.2f} m")
print(f"radius if E wrongly used for M {E*h**2/(6*force):.2f} m")
print("INSIDE THE WAFER")
print(f"mid-plane strain               {e_mid*1e6:.2f} ppm")
print(f"strain at film side            {e_top*1e6:.2f} ppm")
print(f"strain at back side            {e_back*1e6:.2f} ppm")
print(f"stress at film side            {M*e_top/1e6:.2f} MPa")
print(f"stress at back side            {M*e_back/1e6:.2f} MPa")
print(f"zero-strain plane, z           {e_mid/k*1e6:.1f} um")
print("MODULUS CHECK (rough Si constants)")
print(f"C11, C12, C44                  {C11/1e9:.0f}, {C12/1e9:.0f}, "
      f"{C44/1e9:.0f} GPa")
print(f"(001) biaxial modulus          {M_cubic/1e9:.1f} GPa")
print(f"(110) stress/strain along 001  {s110[0,0]/1e9:.1f} GPa")
print(f"(110) stress/strain along 1-10 {s110[1,1]/1e9:.1f} GPa")
print("NEGLECTED EFFECTS: INPUTS")
print(f"wafer diameter                 {2*a*1e3:.0f} mm")
print(f"film biaxial modulus           {M_film/1e9:.0f} GPa")
print(f"Poisson ratio                  {nu:.2f}")
print(f"wafer density                  {rho:.0f} kg/m3")
print(f"expansion coeff. wafer, film   {alpha_wafer*1e6:.1f}, "
      f"{alpha_film*1e6:.1f} ppm/K")
print(f"temperature change             {dT:.0f} K")
print(f"wafer thickness error          {dh*1e6:.0f} um")
print("NEGLECTED EFFECTS: SIZES")
print(f"bow, centre to rim             {bow*1e6:.2f} um")
print(f"gravity sag on rim support     {sag*1e6:.2f} um")
print(f"gravity sag / bow              {100*sag/bow:.1f} %")
print(f"film stiffness, curvature      {100*film_corr:.3f} %")
print(f"large deflection, curvature    {-100*large_drop:.3f} %")
print(f"thermal change of film stress  {dS/1e6:.2f} MPa")
print(f"thermal change / film stress   {100*dS/S:.2f} %")
print(f"radius for thinner wafer       {R_thin:.2f} m")
print(f"radius for thicker wafer       {R_thick:.2f} m")
print("OK")
```

Printed output:

```
GIVEN
wafer biaxial modulus          180 GPa
wafer thickness                500 um
film thickness                 100 nm
film stress                    1.0 GPa
RESULT
film force per width           100.0 N/m
modulus x thickness squared    45000 N
curvature                      0.01333 1/m
bending radius (Stoney)        75.00 m
radius from bilayer solver     75.10 m
radius if E wrongly used for M 56.25 m
INSIDE THE WAFER
mid-plane strain               -1.11 ppm
strain at film side            -4.44 ppm
strain at back side            2.22 ppm
stress at film side            -0.80 MPa
stress at back side            0.40 MPa
zero-strain plane, z           -83.3 um
MODULUS CHECK (rough Si constants)
C11, C12, C44                  166, 64, 80 GPa
(001) biaxial modulus          180.7 GPa
(110) stress/strain along 001  197.5 GPa
(110) stress/strain along 1-10 241.2 GPa
NEGLECTED EFFECTS: INPUTS
wafer diameter                 100 mm
film biaxial modulus           350 GPa
Poisson ratio                  0.25
wafer density                  2330 kg/m3
expansion coeff. wafer, film   3.0, 2.0 ppm/K
temperature change             10 K
wafer thickness error          10 um
NEGLECTED EFFECTS: SIZES
bow, centre to rim             16.67 um
gravity sag on rim support     3.12 um
gravity sag / bow              18.7 %
film stiffness, curvature      -0.136 %
large deflection, curvature    -0.021 %
thermal change of film stress  3.50 MPa
thermal change / film stress   0.35 %
radius for thinner wafer       72.03 m
radius for thicker wafer       78.03 m
OK
```
